# Finding the spurious invariant of head-on collisions on a momentum hexagon

## What goes wrong

Take a kinetic code with six beams of equal speed, pointing to the corners of a regular hexagon, and let the particles collide head-on. The collisions conserve number and momentum, and the code runs without complaint. Yet it relaxes to the wrong state. If one beam starts with an excess occupation of 0.01, the sum of the occupations taken with alternating signs starts at 0.01 and stays there. Neither number nor momentum conservation asks for this. A fluid description built on number and momentum alone would miss a fourth quantity that never relaxes.

The fault lies in the list of collisions, so a smaller time step cannot cure it. It can be found before any time integration by computing the null space of the linearized collision matrix and removing from it the invariants that are wanted. What remains is one vector, which the three-body collision between the two triangles of the hexagon destroys.

## Model and conventions

The beams are numbered $i=0,\dots,5$, with indices taken modulo 6. Their momenta are $\mathbf k_i=k\mathbf u_i$, where

$$\mathbf u_i=(\cos(\pi i/3),\ \sin(\pi i/3)).$$

The occupation of beam $i$ is $n_i$, with $0<n_i<1$. The particles are spinless fermions, the gas is uniform in space, and no external force acts. Collisions conserve momentum itself, with no reciprocal-lattice vector added. I set $\hbar=1$, so rates are energies and times are inverse energies.

All particles have the same kinetic energy, so total energy is a multiple of total number. The required invariants are therefore three: number and two momentum components. An invariant is called spurious here if it is not a combination of these three. For the head-on model it is a genuine conserved quantity; it is spurious as a description of a gas that has other collisions too.

## Listing the collisions

A collision empties a set $A$ of beams and fills a set $B$ of the same size $q$ and the same total momentum. The sets may be taken as disjoint, because a beam present in both is a spectator whose occupation does not change.

For $q=1$ there is nothing, since no two beams share a momentum. For $q=2$, the sum of two unit vectors has length $\sqrt3$, $1$ or $0$ when the beams are one, two or three places apart. In the first two cases the sum points along the bisector of the pair, and the six pairs of each kind have six different bisectors. Only the three opposite pairs share a total, namely zero. They give three exchanges:

$$\{0,3\}\leftrightarrow\{1,4\},\quad \{0,3\}\leftrightarrow\{2,5\},\quad \{1,4\}\leftrightarrow\{2,5\}.$$

For $q=3$, disjoint sets $A$ and $B$ use up all six beams. Their momenta are equal and add to the total of the hexagon, which is zero, so each is zero. If $\mathbf u_a+\mathbf u_b=-\mathbf u_c$, squaring gives $2+2\mathbf u_a\cdot\mathbf u_b=1$, hence $\mathbf u_a\cdot\mathbf u_b=-1/2$: the three beams are $120^\circ$ apart. This leaves one exchange, the triad collision $\{0,2,4\}\leftrightarrow\{1,3,5\}$. For $q\ge4$ two disjoint sets do not fit into six beams.

Each exchange $r$ gets a change vector $\mathbf s_r$, with $-1$ on $A$, $+1$ on $B$ and $0$ elsewhere. For the first head-on exchange it is $(-1,1,0,-1,1,0)$. For the triad it is $-\mathbf h$, where

$$\mathbf h=(1,-1,1,-1,1,-1),\qquad h_i=(-1)^i.$$

## From collision rates to a matrix

Assume that the beam occupations are uncorrelated and that an exchange has the same strength $W_r$ in both directions. A forward event needs $A$ filled and $B$ empty. Its probability factor, and that of the reverse event, are

$$F_r=\prod_{i\in A}n_i\prod_{j\in B}(1-n_j),\qquad
R_r=\prod_{j\in B}n_j\prod_{i\in A}(1-n_i).$$

Every forward event changes the occupations by $\mathbf s_r$ and every reverse event by $-\mathbf s_r$, so

$$\dot{\mathbf n}=\sum_r W_r\,\mathbf s_r\,(F_r-R_r).$$

Now put $n_i=f+g\phi_i$, with $g=f(1-f)$ and small $\phi_i$. At $\phi=0$ both factors equal $f^q(1-f)^q=g^q$. To first order, $\delta\ln n_i=g\phi_i/f=(1-f)\phi_i$ and $\delta\ln(1-n_i)=-g\phi_i/(1-f)=-f\phi_i$. Therefore

$$\delta\ln F_r=(1-f)\sum_A\phi_i-f\sum_B\phi_j,$$
$$\delta\ln R_r=(1-f)\sum_B\phi_j-f\sum_A\phi_i.$$

Their difference is $\sum_A\phi_i-\sum_B\phi_j=-\mathbf s_r\cdot\boldsymbol\phi$, so $F_r-R_r=-g^q\,\mathbf s_r\cdot\boldsymbol\phi$. Since $\dot{\mathbf n}=g\dot{\boldsymbol\phi}$, division by $g$ gives

$$\dot{\boldsymbol\phi}=-L\boldsymbol\phi,\qquad
L=G_2\sum_{\text{head-on}}\mathbf s_r\mathbf s_r^T+G_3\,\mathbf h\mathbf h^T,$$

with $G_2=W_2g$ and $G_3=W_3g^2$. The sign of the triad vector drops out of $\mathbf h\mathbf h^T$.

A head-on exchange whose strength depends on a spectator adds another positive multiple of the same $\mathbf s_r\mathbf s_r^T$. It can change the decay rates but not the null space.

## The null space

Multiply $L$ by $\boldsymbol\phi$ from both sides:

$$\boldsymbol\phi^TL\boldsymbol\phi=G_2\sum_{\text{head-on}}(\mathbf s_r\cdot\boldsymbol\phi)^2+G_3(\mathbf h\cdot\boldsymbol\phi)^2.$$

If $L\boldsymbol\phi=0$, this sum of squares vanishes, so each term with a positive rate vanishes. Conversely, if every active $\mathbf s_r\cdot\boldsymbol\phi$ is zero, $L\boldsymbol\phi=0$ by inspection. The null space thus depends on which collisions are present and not on their strengths. It is the null space of an integer matrix $S$ whose rows are the change vectors, and it can be found without rounding.

**Head-on collisions alone.** The conditions say that the three pair sums are equal:

$$\phi_0+\phi_3=\phi_1+\phi_4=\phi_2+\phi_5.$$

These are two independent equations for six unknowns, so the nullity is four. In physical terms, a head-on exchange adds or removes both members of an opposite pair, so each difference $d_a=n_a-n_{a+3}$, $a=0,1,2$, is conserved, as is the total number.

Momentum accounts for two of the three differences. With $\mathbf u_2=\mathbf u_1-\mathbf u_0$,

$$\mathbf P/k=d_0\mathbf u_0+d_1\mathbf u_1+d_2\mathbf u_2=(d_0-d_2)\mathbf u_0+(d_1+d_2)\mathbf u_1.$$

To isolate the remaining invariant, look for a null vector $\mathbf x$ orthogonal to number and momentum. Equal pair sums and zero total force each pair sum to vanish, so $x_{a+3}=-x_a$. Orthogonality to the two momentum coefficients then gives $2(x_0-x_2)=0$ and $2(x_1+x_2)=0$. Hence $x_2=x_0$, $x_1=-x_0$, and $\mathbf x=x_0\mathbf h$. The conserved quantity is

$$H=\mathbf h\cdot\mathbf n=d_0-d_1+d_2.$$

Orthogonality is a choice of representative: $\mathbf h$ plus any combination of the required invariants is equally well conserved.

**With triads.** One triad event changes $H$ by $\mp6$, since all six terms change with the same sign. It leaves number and momentum alone. The extra condition $\mathbf h\cdot\boldsymbol\phi=0$ lowers the nullity from four to three, which is the required number.

**Triads alone.** There is then one condition on six unknowns, and the nullity is five. Triads remove $\mathbf h$ but cannot replace the head-on collisions.

**Other polygons.** For $2M$ equally spaced beams, $M\ge2$, with head-on exchanges alone, equality of $M$ pair sums gives $M-1$ conditions and a nullity of $2M-(M-1)=M+1$. Subtracting three leaves $M-2$ spurious invariants: none on a square, one on a hexagon, two on an octagon. Triads need beams $120^\circ$ apart, which the octagon lacks; its two spurious invariants survive momentum-conserving exchanges of every size. Having such beams is not enough either. On a 12-gon, triads lower the number of spurious invariants from four to two, and larger exchanges do not remove the last two. The complete repair found on the hexagon should therefore not be assumed for other polygons.

## Pseudocode

Momenta are stored as integer pairs $(p,q)$ meaning $p\,\mathbf u_0+q\,\mathbf u_1$. The six beams are $(1,0)$, $(0,1)$, $(-1,1)$, $(-1,0)$, $(0,-1)$, $(1,-1)$. Equality of total momentum is then an integer comparison. Regular octagons and 12-gons do not fit on a two-dimensional lattice, so they need another exact representation of the momenta.

```
input: integer momenta K[0..N-1], equal speeds,
       set Q of collision sizes
S = empty integer matrix
for each q in Q:
    group the q-beam subsets by total momentum
    for each pair A, B in one group:
        if A and B are disjoint:
            append row: -1 on A, +1 on B, 0 elsewhere
C = rows [all ones], [first coordinates of K],
         [second coordinates of K]
assert S * transpose(C) = 0
null  = integer_nullspace(S)
extra = integer_nullspace(S stacked on C)
return null, extra
```

The stacked matrix yields the vectors that lie in the null space of $S$ and are orthogonal to the rows of $C$. Because the rows of $C$ themselves lie in that null space, the number of extra vectors is the nullity of $S$ minus the rank of $C$. On the hexagon this is $4-3=1$ for `Q = {2}` and $3-3=0$ for `Q = {2,3}`. If speeds differ, the grouping must also use energy, and $C$ needs an energy row.

## Cost

There are $\binom Nq$ subsets of size $q$; here that means 15 pairs and 20 triples. Grouping by momentum avoids comparing subsets with different totals. Row reduction of $m$ collisions among $N$ beams with rank $\rho$ takes of order $mN\rho$ arithmetic operations. For large $N$ the intermediate integers may grow, so each operation can become dearer. One can discard a row as soon as it reduces to zero, which keeps at most $N$ rows in storage.

## Decay rates

The null space says what survives; the nonzero eigenvalues say how fast the rest decays. Each beam takes part in two of the three head-on exchanges, always together with its opposite. Two beams that are neither equal nor opposite meet in one exchange, with opposite signs. The first row of $\sum\mathbf s_r\mathbf s_r^T$ is therefore $(2,-1,-1,2,-1,-1)$, and the other rows are its cyclic shifts.

Such a matrix is diagonal in the ring harmonics $e^{i\pi mj/3}$, where $j$ is the beam and $m=0,\dots,5$. Its eigenvalues are

$$\lambda_m=[1+(-1)^m]\,[2-e^{i\pi m/3}-e^{2i\pi m/3}].$$

The first bracket vanishes for odd $m$ and the second for $m=0$. For $m=2$ and $m=4$ the two exponentials add to $-1$, so $\lambda_m=2\cdot3=6$. The matrix $\mathbf h\mathbf h^T$ acts on $m=3$ alone, with eigenvalue $\mathbf h\cdot\mathbf h=6$. The spectrum of $L$ is thus

- $0$, three times: number and momentum, $m=0,1,5$;
- $6G_2$, twice: the second harmonic, $m=2,4$;
- $6G_3$, once: the alternating vector, $m=3$.

At fixed strengths the ratio $G_3/G_2=W_3g/W_2$ is proportional to $g$, so triads become relatively weaker as $g$ decreases. In a dilute gas $g\approx f$, and the alternating lifetime grows as $1/(6W_3f^2)$, against $1/(6W_2f)$ for the second harmonic. A nearly full band behaves likewise with $f$ replaced by $1-f$.

## Worked example

These are round model parameters and describe no particular material: $k=0.2$ Å$^{-1}$ with the free-electron mass, which gives 0.152 eV per particle; $f=0.25$; $W_2=0.010$ eV; $W_3=0.004$ eV. The wave number sets the momentum scale and does not enter the rates, because $W_2$ and $W_3$ are given. Then

$$g=0.25\times0.75=0.1875,$$
$$6G_2=6\times0.010\times0.1875=0.01125\ \text{eV},$$
$$6G_3=6\times0.004\times0.1875^2=0.000844\ \text{eV}.$$

The lifetimes are the inverses, 88.9 eV$^{-1}$ (58.5 fs) and 1185 eV$^{-1}$ (780 fs). The alternating disturbance outlives the second harmonic by a factor of 13.3.

These rates were tested against a calculation that does not use the factored formula. All 64 filled-or-empty configurations were listed, their jumps were summed with independent-beam probabilities, and the resulting rate was differentiated numerically at $f=0.25$. Each probability is linear in each $n_i$ separately, so a central difference has no truncation error. The head-on matrix gave singular values of 0.01125 eV twice and zero four times. Adding triads turned one zero into 0.000844 eV.

Now raise beam 0 by $d=0.01$. The harmonic expansion of a disturbance in one beam has weight $1/6$ in each $m$. Its second-harmonic part is $\tfrac16(e^{2\pi ij/3}+e^{-2\pi ij/3})=\tfrac13\cos(2\pi j/3)$, and its alternating part is $h_j/6$. In the linear regime,

$$\frac{\delta n_j(t)}d=\delta_{j0}-\frac{1-e^{-6G_2t}}3\cos\frac{2\pi j}3-\frac{1-e^{-6G_3t}}6h_j.$$

Without triads the last term is absent. The long-time limits, in units of $d$, are

- head-on: $(2/3,\ 1/6,\ 1/6,\ -1/3,\ 1/6,\ 1/6)$;
- with triads: $(1/2,\ 1/3,\ 0,\ -1/6,\ 0,\ 1/3)$.

Both have total 1 and the same momentum. The first keeps $H=d$; the second has $H=0$. Integrating the nonlinear equation for 25 alternating lifetimes with triads leaves the $x$ momentum at its initial 0.002 Å$^{-1}$.

## How good is the linear result?

The nonlinear head-on limit has 0.0066886 in beam 0, against $2d/3=0.0066667$. The difference can be derived. Let each of beams 1, 2, 4 and 5 end with change $y$. Conservation of number and of $n_0-n_3$ gives beam 0 the change $a=d-2y$ and beam 3 the change $a-d$. At rest $F_r=R_r$, so the pair sums of $\ln[n/(1-n)]$ are equal. The first two derivatives of this logarithm at $f$ are $1/g$ and $-(1-2f)/g^2$. Expanding both pair sums to second order and multiplying by $g$,

$$d-6y=\frac{1-2f}{2g}\,[a^2+(a-d)^2-2y^2].$$

Inserting $a=2d/3$ and $y=d/6$ on the right makes the bracket $d^2/2$. The right side is $(1-2f)d^2/(4g)=0.667d^2$, so $y$ drops by $0.111d^2$ and $a$ rises by $0.222d^2$. For $d=0.01$ this predicts $a=0.006689$, in agreement with the integration. The largest error relative to $d$ was 0.0022, and 0.00022 for a disturbance ten times smaller.

The decay shows a similar effect. After one alternating lifetime, $H/d$ was 0.3649 for $d=0.01$ and 0.3676 for $d=0.001$, approaching the linear value $e^{-1}=0.3679$.

## Stationary states far from uniform

Let $\ell_i=\ln[n_i/(1-n_i)]$. Dividing the two probability factors gives $\ln(F_r/R_r)=-\mathbf s_r\cdot\boldsymbol\ell$. Hence

$$\boldsymbol\ell\cdot\dot{\mathbf n}=-\sum_rW_r(F_r-R_r)\ln(F_r/R_r)\le0.$$

In a stationary state the left side is zero. No term on the right can be positive, so every exchange must balance separately, and $\mathbf s_r\cdot\boldsymbol\ell=0$. The stationary states are thus given by the same null space:

$$\ell_i=\alpha+\boldsymbol\beta\cdot\mathbf u_i+c\,h_i.$$

Head-on collisions allow any $c$; triads force $c=0$. As a case, take $\alpha=\ln(0.25/0.75)$, $\boldsymbol\beta=(0.5,0.2)$ and $c=0.3$. The occupations range from 0.130 to 0.426. Head-on collisions leave this state at rest, as the 64-configuration sum confirmed. For the triad, $F/R=e^{6c}=e^{1.8}$, so the two directions do not balance, and $H$ falls at $2.85\times10^{-4}$ eV.

Linearizing about a nonuniform stationary state replaces $g$ in the definition of $\phi_i$ by $n_i(1-n_i)$, beam by beam, and the factor $g^q$ of each exchange by the common value of $F_r$ and $R_r$. The conserved sums still have weights $1$, $\mathbf u_i$ and, without triads, $h_i$. The disturbances $\delta n_i$ that do not decay are these weights multiplied by $n_i(1-n_i)$. A code that computes right null vectors of the occupation Jacobian must divide by that factor before reading them as invariants.

## Stability and failure modes

**Time stepping.** Forward Euler multiplies a mode of rate $\lambda$ by $1-\lambda\Delta t$ per step, so decay needs $\Delta t<2/\lambda_{\max}$. In the example $\lambda_{\max}=6G_2$, and the limit is $2\times88.9=178$ eV$^{-1}$. The slow mode sets the length of the run, so the step count grows as $G_2/G_3$ when triads are weak. Each Euler update is a sum of change vectors and hence preserves the invariants up to rounding, even when the step is unstable; the rounding error scales with the size of the update and becomes visible only after the occupations have run far outside the interval from 0 to 1. Good conservation is therefore no evidence of a stable step.

**Numerical thresholds.** The smallest nonzero singular value with triads is $0.000844/0.01125=0.075$ of the largest. A relative cutoff of 0.1 would count it as zero and report a spurious invariant that is merely a slow mode. Any fixed cutoff $\epsilon$ fails in this way once $W_3g/W_2<\epsilon$. Integer row reduction of $S$ has no such threshold. The opposite caution is physical: over times much shorter than $1/(6G_3)$, $H$ is nearly conserved and belongs in a reduced description even though it is not an invariant.

**Reading $H$ as a test of equilibrium.** With triads, the nonlinear run ended at $H=-3.4\times10^{-8}$, not at zero. After 25 lifetimes the linear remnant is $0.01e^{-25}\approx10^{-13}$, far too small to explain this. The cause is momentum. In the final state $\ell_i$ contains a first harmonic $b\cos(\pi i/3)$ with $b\approx d/(3g)=0.0178$. The third derivative of $n$ with respect to $\ell$ is $g(1-6g)$, and $\cos^3\theta$ contains $\tfrac14\cos3\theta$, which equals $h_i/4$ on the beams. Summing over six beams,

$$H\approx6\cdot\tfrac14\cdot\tfrac16\,g(1-6g)\,b^3=-3.3\times10^{-8}.$$

The equilibrium condition is $\mathbf h\cdot\boldsymbol\ell=0$; $H=0$ is its linear form.

**Empty or full beams.** At $f=0$ or $f=1$, $g=0$ and the scaled variable $\phi$ is undefined. The linear theory also needs $|\delta n_i|$ small compared with $g$, a stricter condition near these ends.

**A changed collision list.** Other speeds, more angles, spin, or momentum conserved only up to a reciprocal-lattice vector require a new list and a new $C$. Correlations between beams invalidate the product form of the rates, though a quantity conserved in every single event stays conserved. The numerical output gives the full set of values for the example.

## Computed values

```
beam wave number = 0.200 1/angstrom
energy per particle = 0.15240 eV
uniform occupation f = 0.250; g = f(1-f) = 0.18750
collision strengths W2, W3 = 0.0100, 0.0040 eV
linear rates G2, G3 = 0.001875, 0.00014063 eV
head-on collisions: [((0, 3), (1, 4)), ((0, 3), (2, 5)), ((1, 4), (2, 5))]
triad collisions: [((0, 2, 4), (1, 3, 5))]
head-on change vectors: [[-1, 1, 0, -1, 1, 0], [-1, 0, 1, -1, 0, 1], [0, -1, 1, 0, -1, 1]]
triad change vector: [[-1, 1, -1, 1, -1, 1]]
rank of head-on vectors: 2
nullity head-on, triad only, both: 4 5 3
head-on null basis vector 1: [1, 1, 1, 0, 0, 0]
head-on null basis vector 2: [-1, 0, 0, 1, 0, 0]
head-on null basis vector 3: [0, -1, 0, 0, 1, 0]
head-on null basis vector 4: [1, 1, 0, 0, 0, 1]
extra invariant beyond number and momentum: [1, -1, 1, -1, 1, -1]
change of extra invariant in one triad: -6
singular values, head-on (eV): 0.01125000 0.01125000 0.00000000 0.00000000 0.00000000 0.00000000
singular values, both (eV): 0.01125000 0.01125000 0.00084375 0.00000000 0.00000000 0.00000000
second-harmonic decay rate 6 G2 = 0.011250 eV
alternating decay rate 6 G3 = 0.00084375 eV
second-harmonic lifetime = 88.889 1/eV = 58.51 fs
alternating lifetime = 1185.19 1/eV = 780.1 fs
ratio of lifetimes = 13.333
staggered drifting state, occupations: 0.425897 0.273804 0.294130 0.130266 0.227617 0.210516
its alternating-sum rate with triads = -2.8482e-04 eV
initial disturbance of beam 0 = 0.0100
linear limit / disturbance, head-on: 0.666667 0.166667 0.166667 -0.333333 0.166667 0.166667
linear limit / disturbance, both: 0.500000 0.333333 0.000000 -0.166667 -0.000000 0.333333
nonlinear final change, head-on: 0.0066886 0.0016557 0.0016557 -0.0033114 0.0016557 0.0016557
nonlinear final change, both: 0.0050073 0.0033297 -0.0000037 -0.0016593 -0.0000037 0.0033297
final alternating sum, head-on = 0.0100000
final alternating sum, both = -3.393e-08
alternating fraction after one lifetime = 0.36492
same, disturbance ten times smaller = 0.36758
linear prediction exp(-1) = 0.36788
x momentum change, start = 0.002000 1/angstrom
x momentum change, end with triads = 0.002000 1/angstrom
largest limit error / disturbance, head: 2.198e-03; ten times smaller disturbance: 2.220e-04
largest limit error / disturbance, both: 7.331e-04; ten times smaller disturbance: 7.399e-05
```
